# Why Aligned Epoxides Help Each Other Open Carbon Bonds in Graphene

**Q.** Oxidised graphene is said to tear along lines of epoxide groups because their ring strain acts together. Each oxygen bridges its own pair of carbons. How can one group know about the next?

**A.** Through the lattice. Take a flat sheet in which each C–C bond is a spring of constant $\alpha$ and each bond angle a spring of constant $k_\theta$. Let $q$ be a bond's extension beyond the graphene length $a$. An epoxide adds a bridge energy $\tfrac12k_O(q-q_O)^2$, which pushes the carbons apart with initial thrust $F=k_Oq_O$. The C–C bond beneath it is a softer spring $k_c$ that breaks at $q=q_c$, at a cost $D=\tfrac12k_cq_c^2$.

The question is whether this thrust stretches or compresses a second bond. Let $G_{ij}$ be the extension of bond $i$ per unit force pair pushing apart the ends of bond $j$, in the sheet before any spring is changed. Positive $G_{ij}$ means help.

**Q.** Is it not always positive? Pushing atoms apart should stretch everything.

**A.** No. Let the bridged bonds point along $y$. Parallel bonds then form rows along $x$, with spacing $w=\sqrt3a$. A force pair $f$ on a bond acts like a spring made too long by $\Delta=f/\alpha$. If every $y$ bond were lengthened by $\Delta$, the crystal would grow along $y$ by $\Delta$ per layer, with all angles kept and no stress. One such bond is therefore, seen from afar, a stress-free strain $\varepsilon^*_{yy}=\Delta w\,\delta^2(\mathbf r)$.

Total strain must be compatible:
$$\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}-2\partial_x\partial_y\varepsilon_{xy}=0 .$$
Write the stresses as $\sigma_{xx}=\partial_y^2\chi$, $\sigma_{yy}=\partial_x^2\chi$, $\sigma_{xy}=-\partial_x\partial_y\chi$, which balances forces. The sixfold lattice is elastically isotropic, since a fourth-rank tensor in the plane can vary with direction only as second or fourth harmonics, and sixfold symmetry forbids both. With sheet modulus $E$ and Poisson ratio $\nu$, the elastic strains are $\varepsilon_{xx}=(\sigma_{xx}-\nu\sigma_{yy})/E$, likewise for $yy$, and $\varepsilon_{xy}=(1+\nu)\sigma_{xy}/E$. They contribute $\nabla^4\chi/E$ to the compatibility condition, because the terms in $\nu$ cancel. The inserted strain contributes $\partial_x^2\varepsilon^*_{yy}$. Hence
$$\nabla^4\chi=-E\Delta w\,\partial_x^2\delta^2(\mathbf r).$$

Since $\nabla^2(r^2\ln r)=4\ln r+4$ and $\nabla^2\ln r=2\pi\delta^2$, we have $\nabla^4(r^2\ln r)=8\pi\delta^2$. Therefore
$$\sigma_{yy}=\partial_x^2\chi=-\frac{E\Delta w}{8\pi}\,\partial_x^4(r^2\ln r).$$
Two derivatives give $\partial_x^2(r^2\ln r)=2\ln r+2x^2/r^2+1$. For the next two, let $\theta$ be the angle from the row:
$$\partial_x^2(2\ln r)=-\frac{2\cos2\theta}{r^2},$$
$$\partial_x^2\frac{2x^2}{r^2}=-2y^2\,\partial_x^2\frac1{r^2}=\frac{4\sin^2\theta-16\sin^2\theta\cos^2\theta}{r^2}=\frac{-2\cos2\theta+2\cos4\theta}{r^2}.$$
The sum is $(-4\cos2\theta+2\cos4\theta)/r^2$, so
$$\sigma_{yy}=\frac{E\Delta w}{4\pi r^2}\,(2\cos2\theta-\cos4\theta).$$

A distant $y$ bond carries the force $\sigma_{yy}w=\alpha q$. Angle springs do not contribute: if all the material above a cut through a row of $y$ bonds shifts along $y$, only the cut bonds change length and no bond turns. With $f=\alpha\Delta$, at distance $R$,
$$\alpha G\to\frac{E}{4\pi\alpha}\,\frac{w^2}{R^2}\,(2\cos2\theta-\cos4\theta).$$

The bracket is $+1$ along the row, $-\tfrac12$ at $60^\circ$ and $-3$ for collinear bonds. It changes sign at $55.7^\circ$. An opened bond acts like a short crack: it loads the material ahead of its ends and compresses the material above and below. In the discrete lattice, 24 row spacings away, the row factor is 1.003. About 21 spacings away, the collinear one is $-2.98$.

**Q.** What sets $E$?

**A.** Pull along $y$ so that each $y$ bond carries $N=\sigma w$ and extends by $N/\alpha$. Each slanted bond, $30^\circ$ from the row, carries $N/2$ along $y$: an axial part $N/4$ and a transverse part $T=\sqrt3N/4$.

The slanted bonds turn by $\varphi$ in opposite senses. At each atom two angles change by $\varphi$ and one by $2\varphi$, which costs $3k_\theta\varphi^2$, or $6k_\theta\varphi^2$ per cell of two atoms. Balance with the two transverse forces requires $12k_\theta\varphi=2Ta$, so the transverse shift is $a\varphi=T/\kappa$ with $\kappa=6k_\theta/a^2$. The $y$ elongation per layer of height $3a/2$ is
$$\frac N\alpha+\frac12\,\frac{N}{4\alpha}+\frac{\sqrt3}{2}\,\frac{\sqrt3N}{4\kappa}=\frac{9N}{8\alpha}+\frac{3N}{8\kappa}.$$
Dividing by $3a/2$ gives the strain, and with $N=\sqrt3a\sigma$,
$$E=\frac{4\alpha\kappa}{\sqrt3(\alpha+3\kappa)}.$$

I take $\alpha=44$ eV/Å$^2$, $k_\theta=8$ eV/rad$^2$ and $a=1.42$ Å. Then $E=336$ N/m and $E/4\pi\alpha=0.038$.

**Q.** My groups are neighbours, not 20 spacings apart.

**A.** Then the lattice value of $G$ is needed. For the nearest row neighbour $\alpha G=0.070$, nearly twice the far-field estimate.

To turn this into a barrier, first note that the lattice energy at prescribed extensions is $\tfrac12q^{\mathsf T}G^{-1}q$. Removing the original springs of the epoxidised bonds leaves the stiffness $S=G^{-1}-\alpha$. Apart from a constant, the energy is then
$$U=\tfrac12q^{\mathsf T}Mq-F\sum_iq_i+Dn_{\rm open},$$
where $M=S+k_O$, with $k_c$ added on the diagonal for each closed bond. The extensions at equilibrium, $q^0$, satisfy $Mq^0=F(1,1,\dots)^{\mathsf T}$.

Now drag bond $i$ to $q_c$ while the others relax. Only bond $i$ feels an extra force $\lambda$, so $M\delta=\lambda e_i$, where $\delta=q-q^0$ and $e_i$ selects bond $i$. With $C=(M^{-1})_{ii}$, this gives $\delta_i=\lambda C$. The energy rise is $\tfrac12\delta^{\mathsf T}M\delta=\tfrac12\lambda\delta_i$, hence
$$B_i=\frac{(q_c-q_i^0)^2}{2C}.$$
At $q_c$ the intact and broken bonds have equal energy, so the system can switch there. This is a true barrier if the broken state then relaxes to $q_i>q_c$ and no other bond changes state on the way.

**Q.** Put in numbers for one group alone.

**A.** I choose $k_c=28$ and $k_O=5$ eV/Å$^2$, $q_O=1.1$ Å and $q_c=0.26$ Å. Then $F=5.5$ eV/Å and $D=0.95$ eV. The lattice gives $S=10.53$ eV/Å$^2$, so $M=43.53$ eV/Å$^2$ and $q^0=5.5/43.53=0.126$ Å. The barrier is
$$B=\tfrac12(43.53)(0.260-0.1264)^2=0.39\ \text{eV}.$$

The open state sits at $5.5/15.53=0.354$ Å. Its barrier to closing again is $\tfrac12(15.53)(0.354-0.260)^2=0.07$ eV. An isolated opening therefore costs $0.39-0.07=0.32$ eV and tends to reverse.

**Q.** And with an open neighbour in the row?

**A.** Write $t=-S_{12}$ for the coupling, $m$ for the diagonal of $M$ at the closed bond and $m_o=m-k_c$ at the open one. The equations are
$$mq_1-tq_2=F,\qquad -tq_1+m_oq_2=F,$$
with solution
$$q_1=\frac{F(m_o+t)}{mm_o-t^2},\qquad C=\frac{m_o}{mm_o-t^2}.$$
Here $S_{11}=10.94$ and $t=4.79$, so $m=43.94$ and $m_o=15.94$, all in eV/Å$^2$. This gives $q_1=0.168$ Å, $C=0.0235$ Å$^2$/eV and $B=0.18$ eV. The barrier has fallen by 0.21 eV (20 kJ/mol).

The cause shows at first order in $t$. Then $1/C\approx m$ and $q_1\approx(F+tq_2)/m$, with $q_2\approx F/m_o$. Expanding $\tfrac12m(q_c-q_1)^2$ gives
$$\delta B\approx-t\,q_2\,(q_c-F/m),$$
which is the neighbour's pull times the distance still to be stretched. For the open neighbour it is $-4.79\times0.345\times0.135=-0.22$ eV. A closed neighbour has $q_2=F/m=0.125$ Å and gives $-0.08$ eV. Breaking a bond releases its spring, so the bridge opens further and pulls harder on the next bond.

**Q.** So must the groups be exactly aligned?

**A.** Not exactly. With one open neighbour at the nearest site of each kind:

| Neighbour | Barrier (eV) |
|---|---|
| none | 0.39 |
| row, $0^\circ$ | 0.18 |
| parallel, $30^\circ$ | 0.32 |
| parallel, $60^\circ$ | 0.52 |
| collinear, $90^\circ$ | 0.47 |
| same hexagon, not parallel | 0.30 |

The row position helps most of these five. A non-parallel group on the same hexagon also helps, while two parallel placements hinder. Ring strain is cooperative only where the coupling has the right sign.

**Q.** What happens in a long row?

**A.** Cutting every bond of an endless row severs the sheet. Equal force pairs on the whole row then meet no resistance except its own springs, so $\sum_j\alpha G_{0j}=1$ and $S$ vanishes for uniform opening. The closed extension becomes $F/(k_O+k_c)=0.167$ Å and the open one $F/k_O=1.1$ Å. Per group, opening the whole row changes the energy by
$$D-\frac{F^2}{2k_O}+\frac{F^2}{2(k_O+k_c)}=0.95-3.03+0.46=-1.62\ \text{eV}.$$
With these values, what costs energy for one group releases it for the row. The sign is not general: the row gains energy only if the bridge energy $F^2/2k_O$, multiplied by $k_c/(k_O+k_c)$, exceeds $D$.

In a row of 20 closed groups, the barrier at the centre is already down to 0.20 eV. If groups are opened in order from one end, the next barrier is 0.28 eV with none open, 0.11 eV with one, 0.06 eV with two and 0.01 eV with eight. It stays positive in every run computed.

**Q.** Would I see these barriers in an annealing experiment?

**A.** Not with these values. The positive sign of the coupling along the row is better founded than any barrier given here, because it does not involve the parameters of the bridge or of the breaking bond. The sheet modulus is close to the rough 340 N/m of graphene. Two other parameters are far from typical: $D$ is well below the rough 3.5 to 4 eV of a C–C single bond, and the bridge energy of 3.0 eV exceeds the rough 1.2 eV strain of a free three-membered ring. Neither is fitted to a measurement or to an electronic-structure calculation, and the rebonding of the carbons is not modelled. The choice matters: with $D=3.6$ eV and a bridge energy of 1.2 eV, at the same $k_c$ and $k_O$, opening the endless row would cost 2.6 eV per group. An isolated opened bond would not even stay open, since its equilibrium extension of 0.22 Å lies below the new $q_c=0.51$ Å. The model shows how neighbouring groups can cooperate, not that ring strain alone tears real oxidised graphene. Real sheets also buckle around the oxygen. As a stand-in for that softening, not a calculation of it, halving $S$ gives barriers of 0.26 and 0.13 eV, so the reduction by one open neighbour shrinks from 0.21 to 0.13 eV. At 500 K, with equal prefactors, the rate gain falls from about 130 to about 20.

**Q.** Which other simplification matters as much?

**A.** The sharp break. A Morse bond with the same $k_c$ and $D$ has range parameter $b=\sqrt{k_c/2D}=3.85$ Å$^{-1}$ and a greatest restoring force $Db/2=1.8$ eV/Å, reached at $\ln2/b=0.18$ Å. There the bridge and lattice still push with $5.5-15.53\times0.18=2.7$ eV/Å, and at smaller $q$ they push harder. The forces balance only at about 0.24 Å, where the bond is already past its greatest force. The stiffness of a Morse bond never falls below $-k_c/8=-3.5$ eV/Å$^2$, too little to outweigh the 15.53 eV/Å$^2$ of bridge and lattice, so this is the only equilibrium. Even an isolated group would then have no separate closed and open states and no barrier between them. Changing $D$ or the thrust does not help, since the bound $-k_c/8$ contains neither: two states of an isolated group would need $k_c>8\times15.53=124$ eV/Å$^2$, nearly three times the stiffness of a graphene bond. A row is softer: for uniform opening of an endless row $S$ vanishes and the condition falls to $k_c>8k_O=40$ eV/Å$^2$, which the value 28 used here still does not meet. The barriers above therefore depend on the sharp break. What does not depend on it is the sign of $G$, which says whether a neighbour's thrust stretches or compresses a bond.

Smaller corrections are these:

- Mixing the intact and broken states by 0.05 eV lowers the two barriers to 0.35 and 0.13 eV. This correction is small only because the assumed mixing is: at 0.2 eV an isolated group no longer has separate closed and open states.
- Nonlinear geometry, in a periodic sheet of $10\times10$ cells, changes them by about 0.001 eV. In the same sheet, direct relaxation of the atoms with linear springs reproduces the barrier formula, 0.395 eV for the isolated group.
- A rough zero-point energy, from the relaxed stiffness 43.5 eV/Å$^2$ and the 6 u reduced mass of two carbons, is 0.09 eV. The opening is not a single normal mode, so this is only a scale: freezing the surrounding atoms gives 0.10 eV, while counting the mass of all atoms moved along the relaxed path gives 0.05 to 0.06 eV, falling slowly with the size of the sheet. The barrier with two groups open (0.06 eV) is comparable to this scale, and those with three or more open (below 0.04 eV) lie under it. These should be read as nearly free opening and not as activation energies.

The numerical output lists the remaining values.

## Calculated quantities

```
Inputs: stretch 44.0 eV/A^2, angle 8.0 eV/rad^2, C-C length 1.42 A
Inputs: epoxide C-C spring 28.0 eV/A^2, break extension 0.26 A
Inputs: bridge spring 5.0 eV/A^2, preferred extension 1.10 A
Initial thrust 5.50 eV/A; bond-breaking cost 0.946 eV; bridge energy 3.025 eV
Sheet Young modulus 335.8 N/m, Poisson ratio 0.175
Row sum of ALPHA*G (dimensionless): 0.99852
Far-field constant E/(4 pi ALPHA) (dimensionless): 0.0379
Angular factor,  0 deg: 1.010 at 8.0, 1.003 at 24.0 row spacings; law 1.000
Angular factor, 30 deg: 1.497 at 6.9, 1.500 at 20.8 row spacings; law 1.500
Angular factor, 60 deg: -0.575 at 8.0, -0.508 at 24.0 row spacings; law -0.500
Angular factor, 90 deg: -2.844 at 6.9, -2.981 at 20.8 row spacings; law -3.000
Angle where the far coupling changes sign: 55.7 deg
ALPHA*G of a bond on itself: 0.8069; rest stiffness 10.53 eV/A^2
Isolated group: closed extension 0.1264 A, open extension 0.3542 A
Isolated group: opening barrier 0.3887 eV
Open row neighbour, 0 deg: ALPHA*G 0.0703, barrier 0.1790 eV, saddle valid: yes
Open parallel, 30 deg: ALPHA*G 0.0208, barrier 0.3230 eV, saddle valid: yes
Open parallel, 60 deg: ALPHA*G -0.0417, barrier 0.5221 eV, saddle valid: yes
Open collinear, 90 deg: ALPHA*G -0.0239, barrier 0.4654 eV, saddle valid: yes
Open same hexagon, not parallel: ALPHA*G 0.0285, barrier 0.2992 eV, saddle valid: yes
Row pair: coupling t 4.787 eV/A^2, diagonal rest stiffness 10.944 eV/A^2
Row pair, neighbour open: extensions 0.1682 A (closed), 0.3955 A (open)
Row pair, neighbour closed: extension 0.1405 A, barrier 0.3103 eV
Coupling effect, neighbour open: first order -0.2227 eV, full -0.2205 eV
Coupling effect, neighbour closed: first order -0.0808 eV, full -0.0892 eV
Closed row of 20: central extension 0.1650 A, barrier 0.1956 eV
Endless row: closed extension 0.1667 A, fully open extension 1.1000 A
Row of 20, 0 open from the end: next barrier 0.2825 eV
Row of 20, 1 open from the end: next barrier 0.1063 eV
Row of 20, 2 open from the end: next barrier 0.0560 eV
Row of 20, 3 open from the end: next barrier 0.0355 eV
Row of 20, 4 open from the end: next barrier 0.0254 eV
Row of 20, 8 open from the end: next barrier 0.0122 eV
10x10 cells, isolated: formula 0.3952, atoms 0.3952, nonlinear 0.3946 eV
10x10 cells, open row neighbour: formula 0.1951, atoms 0.1951, nonlinear 0.1940 eV
State mixing 0.05 eV: isolated 0.3533 eV, open row neighbour 0.1336 eV
Rest stiffness halved: isolated 0.2586 eV, open row neighbour 0.1270 eV
Zero-point energy of the opening mode (reduced mass 6 u): 0.0871 eV
Thermal energy at 500 K: 0.0431 eV
Barrier reduction by one open row neighbour: 0.2097 eV = 20.24 kJ/mol
Rate ratio from this reduction alone: 130
```
